# Ewald Representation of the Quasi-Periodic Helmholtz Green Function and KKR Structure Constants: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: the Ewald form of the quasi-periodic Helmholtz Green function
#   (Laplacian + kappa^2) G(r) = sum_R exp(i k.R) delta(r-R),  kappa^2 = 2E (hartree units),
# and the KKR structure constants D_L defined near the origin by
#   G(r) = -cos(kappa r)/(4 pi r) + sum_L D_L j_l(kappa r) Y_L(r),  Y_L real harmonics.
# eta is the splitting parameter (1/bohr), R are bcc sites, q = k + K, volume is the cell volume.
# The structure constants are finally used for the bands of a lattice of smooth wells.
import numpy as np
from math import factorial, pi, sqrt
from scipy.special import erfc, erfi, lpmv, spherical_jn, spherical_yn
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.constants import physical_constants

a = 8.0
volume = a**3 / 2
k_red = np.array([0.4, 0.3, 0.2])
k = k_red * 2 * pi / a
LMAX = 8
DEG = np.array([l for l in range(LMAX + 1) for m in range(-l, l + 1)])


def integer_grid(n):
    m = np.arange(-n, n + 1)
    return np.array(np.meshgrid(m, m, m)).reshape(3, -1).T


def bcc_sites(radius):
    g = integer_grid(int(radius / (a / 2)) + 1)
    v = g[np.ptp(g % 2, axis=1) == 0] * a / 2
    return v[np.linalg.norm(v, axis=1) <= radius + 1e-9]


def wave_vectors(cutoff):
    g = integer_grid(int(cutoff * a / (2 * pi)) + 2)
    v = g[g.sum(axis=1) % 2 == 0] * 2 * pi / a + k
    return v[np.linalg.norm(v, axis=1) <= cutoff]


def harmonics(v, lmax):
    r = np.linalg.norm(v, axis=1)
    ct, phi = v[:, 2] / r, np.arctan2(v[:, 1], v[:, 0])
    rows = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            n = abs(m)
            c = sqrt((2*l + 1) / (4*pi) * factorial(l - n) / factorial(l + n))
            ang = 1.0 if m == 0 else sqrt(2) * (np.cos(n*phi) if m > 0 else np.sin(n*phi))
            rows.append(c * lpmv(n, l, ct) * ang)
    return np.array(rows)


R_CUT, Q_CUT = 40.0, 7.5
sites = bcc_sites(R_CUT)
site_phase = np.exp(1j * sites @ k)
qs = wave_vectors(Q_CUT)
q_len = np.linalg.norm(qs, axis=1)
Y_q = harmonics(qs, LMAX)
away = np.linalg.norm(sites, axis=1) > 1e-9
R_vec, R_phase = sites[away], site_phase[away]
R_len = np.linalg.norm(R_vec, axis=1)
Y_R = harmonics(R_vec, LMAX)
shell, shell_of = np.unique(np.round(R_len, 8), return_inverse=True)
one_hot = np.zeros((len(R_len), len(shell)))
one_hot[np.arange(len(R_len)), shell_of.ravel()] = 1.0
shell_sum = (Y_R * R_phase) @ one_hot
nodes, weights = np.polynomial.legendre.leggauss(80)


def green_ewald(r, kappa, eta):
    kappa = complex(kappa)
    w = kappa**2
    d = np.linalg.norm(r - sites, axis=1)
    b = 1j * kappa / (2 * eta)
    waves = (np.exp(1j*kappa*d) * erfc(eta*d + b)
             + np.exp(-1j*kappa*d) * erfc(eta*d - b))
    near = -np.sum(site_phase * waves / (8 * pi * d))
    far = np.exp(1j * qs @ r) * np.exp((w - q_len**2) / (4*eta**2)) / (w - q_len**2)
    return near + far.sum() / volume


def green_direct(r, kappa):
    d = np.linalg.norm(r - sites, axis=1)
    return -np.sum(site_phase * np.exp(1j * kappa * d) / (4 * pi * d))


def structure_parts(kappa, eta):
    kappa = complex(kappa)
    w = kappa**2
    damp = np.exp((w - q_len**2) / (4*eta**2)) / (q_len**2 - w)
    top = np.sqrt(eta**2 + 60 / shell**2)
    half = (top - eta)[:, None] / 2
    s = eta + half * (nodes + 1)
    base = half * weights * np.exp(-(shell[:, None]*s)**2 + w / (4*s**2))
    recip = np.zeros(len(DEG), complex)
    real = np.zeros(len(DEG), complex)
    for l in range(LMAX + 1):
        sel = DEG == l
        recip[sel] = -4*pi/volume * 1j**l * (Y_q[sel] @ (damp * (q_len/kappa)**l))
        integral = np.sum(base * (2 * s**2 * shell[:, None] / kappa)**l, axis=1)
        real[sel] = -2 / sqrt(pi) * (shell_sum[sel] @ integral)
    own = np.zeros(len(DEG), complex)
    x = kappa / (2 * eta)
    own[0] = eta / pi * (np.exp(x**2) - sqrt(pi) * x * erfi(x))
    return recip, real, own


def structure(kappa, eta=0.3):
    return sum(structure_parts(kappa, eta))


def structure_direct(kappa):
    # absolutely convergent sum of outgoing waves, valid for Im kappa > 0
    z = kappa * R_len
    h = [-1j*np.exp(1j*z)/z, -(z + 1j)*np.exp(1j*z)/z**2]
    for l in range(1, LMAX):
        h.append((2*l + 1)/z * h[l] - h[l-1])
    out = np.array([-1j*kappa*np.sum(R_phase*h[l]*Y_R[i]) for i, l in enumerate(DEG)])
    out[0] -= 1j * kappa / sqrt(4 * pi)
    return out


print(f"bcc lattice parameter = {a:.1f} bohr, cell volume = {volume:.1f} bohr^3")
print(f"k in units of 2pi/a = {k_red}, |k| = {np.linalg.norm(k):.6f} 1/bohr")
print(f"site cutoff = {R_CUT:.1f} bohr ({len(sites)} sites)")
print(f"wave-vector cutoff = {Q_CUT:.1f} 1/bohr ({len(qs)} vectors)")

# Poisson identity for the heat kernel
point = np.array([2.1, 1.3, -0.7])
t = 2.0
d_sites = np.linalg.norm(point - sites, axis=1)
heat_sites = np.sum(site_phase * np.exp(-d_sites**2/(4*t))) / (4*pi*t)**1.5
heat_waves = np.sum(np.exp(1j*qs @ point - q_len**2*t)) / volume
assert abs(heat_sites - heat_waves) < 1e-13
print(f"Poisson identity at t = {t} bohr^2: difference = {abs(heat_sites-heat_waves):.1e} bohr^-3")

# complex energy: Ewald forms against direct site sums
kc = 0.6 + 0.7j
g_err = abs(green_ewald(point, kc, 0.3) - green_direct(point, kc))
d_direct = structure_direct(kc)
d_err = np.max(np.abs(structure(kc) - d_direct))
assert g_err < 1e-11 and d_err < 1e-9
print(f"complex kappa = {kc} 1/bohr: D_00 direct = {d_direct[0]:.9f} 1/bohr")
print(f"  Ewald minus direct: G {g_err:.1e}, all D_L to l=8 {d_err:.1e} 1/bohr")

# real energy: two direct sums at negative energy plus the exact spectral remainder
energy = 0.25
kappa = sqrt(2 * energy)
w, w1, w2 = kappa**2, -0.64, -1.0
g1, g2 = green_direct(point, 0.8j), green_direct(point, 1.0j)
q_big = wave_vectors(12.0)
q2 = np.sum(q_big**2, axis=1)
rest = np.sum(np.exp(1j*q_big @ point) / ((w-q2)*(w1-q2)*(w2-q2))) / volume
g_indep = g1 + (w-w1)*(g2-g1)/(w2-w1) + (w-w1)*(w-w2)*rest
g_real = green_ewald(point, kappa, 0.3)
assert abs(g_real - g_indep) < 1e-6
print(f"E = {energy} hartree, kappa = {kappa:.6f} 1/bohr, r = {point} bohr")
print(f"  G Ewald       = {g_real:.9f} 1/bohr")
print(f"  G independent = {g_indep:.9f} 1/bohr")

# Helmholtz equation by fourth-order differences, and the Bloch condition
h = 0.1
lap = 0
for e in np.eye(3):
    f = [green_ewald(point + j*h*e, kappa, 0.3) for j in (-2, -1, 0, 1, 2)]
    lap += (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12*h*h)
residual = abs(lap + w * g_real)
shift = np.array([a/2, a/2, -a/2])
bloch = abs(green_ewald(point+shift, kappa, 0.3) - np.exp(1j*k @ shift)*g_real)
assert residual < 2e-6 and bloch < 1e-12
print(f"  Helmholtz residual = {residual:.1e} bohr^-3, Bloch error = {bloch:.1e} 1/bohr")

# structure constants: parts move with eta, sum does not
etas = (0.2, 0.3, 0.45)
totals = []
i40 = 4*4 + 4
print("Real parts in 1/bohr: eta, reciprocal, site, self, total")
for eta in etas:
    p = structure_parts(kappa, eta)
    totals.append(sum(p))
    for name, i in (("D_00", 0), ("D_40", i40)):
        v = [x[i].real for x in p]
        print(f"  {name} {eta:.2f} {v[0]:14.9f} {v[1]:14.9f} {v[2]:14.9f} {sum(v):14.9f}")
spread = max(np.max(np.abs(x - totals[1])) for x in totals)
part_change = abs(structure_parts(kappa, 0.2)[0][0] - structure_parts(kappa, 0.45)[0][0])
assert spread < 1e-10 and part_change > 1e-3
print(f"  largest change of any D_L, l<=8, over these eta = {spread:.1e} 1/bohr")

# re-expansion about the origin at finite radius
r_small = np.array([0.6, -0.5, 0.7])
rs = np.linalg.norm(r_small)
y_small = harmonics(r_small[None, :], LMAX)[:, 0]
series = -np.cos(kappa*rs)/(4*pi*rs) + np.sum(
    totals[1] * np.array([spherical_jn(l, kappa*rs) for l in DEG]) * y_small)
expand_err = abs(series - green_ewald(r_small, kappa, 0.3))
assert expand_err < 1e-7
print(f"  re-expansion error at r = {rs:.4f} bohr, l<=8: {expand_err:.1e} 1/bohr")

# high energy: small eta loses digits by cancellation
e_high = 2.0
k_high = sqrt(2 * e_high)
g_high = {eta: green_ewald(point, k_high, eta) for eta in (0.2, 0.45, 0.6)}
largest = {eta: np.max(np.exp((k_high**2-q_len**2)/(4*eta**2))
           / abs(k_high**2-q_len**2)) / volume for eta in g_high}
good = abs(g_high[0.45] - g_high[0.6])
lost = abs(g_high[0.2] - g_high[0.6])
assert good < 1e-11 and 1e-12 < lost < 1e-5 and lost > good
print(f"E = {e_high} hartree: largest reciprocal term, 1/bohr: eta=0.20 {largest[0.2]:.1e}, "
      f"eta=0.60 {largest[0.6]:.1e}")
print(f"  deviation of G from eta=0.60: eta=0.20 {lost:.1e}, eta=0.45 {good:.1e} 1/bohr")

# KKR bands for V = -depth (1-r^2/S^2)^2 inside spheres of radius S
depth, S = 0.3, 3.0
LK = 4
NK = (LK + 1)**2
ct, wt = np.polynomial.legendre.leggauss(16)
phi = np.arange(32) * 2 * pi / 32
c_grid, p_grid = np.meshgrid(ct, phi, indexing="ij")
s_grid = np.sqrt(1 - c_grid**2)
sphere = np.stack([s_grid*np.cos(p_grid), s_grid*np.sin(p_grid), c_grid], -1).reshape(-1, 3)
sphere_w = np.repeat(wt, 32) * 2 * pi / 32
Y_s = harmonics(sphere, LMAX)
pairs = (Y_s[:NK, None, :] * Y_s[None, :NK, :]).reshape(NK*NK, -1)
gaunt = ((pairs * sphere_w) @ Y_s.T).reshape(NK, NK, -1)
deg = DEG[:NK]
two_centre = 4*pi * (1j**deg)[:, None] * ((-1j)**deg)[None, :]


def kkr_matrix(kap):
    return two_centre * (gaunt @ ((-1j)**DEG * structure(kap)))


def scattering_pair(l, kap):
    # power series of the regular radial solution, matched to cos(delta) j - sin(delta) y
    p, u = (kap*S)**2, 2*depth*S**2
    c = [0.0, 0.0, 1.0]
    for n in range(1, 40):
        c.append(-((p+u)*c[-1] - 2*u*c[-2] + u*c[-3]) / (2*n*(2*n + 2*l + 1)))
    c = np.array(c[2:])
    val, slope = c.sum(), np.sum((l + 2*np.arange(len(c))) * c)
    z = kap * S
    cs = val*z*spherical_yn(l, z, True) - slope*spherical_yn(l, z)
    sn = val*z*spherical_jn(l, z, True) - slope*spherical_jn(l, z)
    return np.array([cs, sn]) / np.hypot(cs, sn)


free = np.sort(q_len**2 / 2)
free = free[free < 0.8]


def secular(e, lmax):
    kap = sqrt(2 * e)
    n = (lmax + 1)**2
    pair = np.array([scattering_pair(l, kap) for l in range(lmax + 1)])[deg[:n]]
    m = np.diag(pair[:, 0]) + pair[:, 1][:, None] / kap * kkr_matrix(kap)[:n, :n]
    return np.linalg.det(m).real * np.prod(e - free)


def kkr_bands(lmax, low, high):
    grid = np.linspace(low, high, 52)
    f = [secular(e, lmax) for e in grid]
    return np.array([brentq(secular, grid[i], grid[i+1], args=(lmax,), xtol=1e-11)
                     for i in range(len(grid)-1) if f[i]*f[i+1] < 0])


def plane_wave_bands(cutoff):
    v = wave_vectors(cutoff)
    z = S * np.linalg.norm(v[:, None, :] - v[None, :, :], axis=2)
    safe = np.where(z > 1e-8, z, 1.0)
    shape = np.where(z > 1e-8, spherical_jn(3, safe)/safe**3, 1/105)
    ham = -depth * 4*pi*S**3 * 8 * shape / volume
    ham[np.diag_indices(len(v))] += np.sum(v**2, axis=1) / 2
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 7]), len(v)


A = kkr_matrix(kappa)
herm = np.max(np.abs(A - A.conj().T)) / np.max(np.abs(A))
assert herm < 1e-10
low, high = 0.012, 0.42
pw_small, n_small = plane_wave_bands(4.5)
pw, n_pw = plane_wave_bands(6.0)
inside = (pw > low) & (pw < high)
pw_shift = np.max(np.abs(pw[inside] - pw_small[inside]))
reference = pw[inside]
print(f"Wells: depth = {depth} hartree, radius = {S} bohr, "
      f"touching radius = {a*sqrt(3)/4:.4f} bohr")
print(f"  relative Hermiticity error of A = {herm:.1e}")
print("  free-electron poles (hartree):", " ".join(f"{x:.6f}" for x in free[free < high]))
errors = []
for lmax in (2, 3, 4):
    bands = kkr_bands(lmax, low, high)
    assert len(bands) == len(reference)
    errors.append(np.max(np.abs(bands - reference)))
    print(f"  KKR l<={lmax} (hartree):", " ".join(f"{x:.7f}" for x in bands),
          f" max error {errors[-1]:.1e}")
print("  plane waves (hartree):", " ".join(f"{x:.7f}" for x in reference))
print(f"  plane-wave shift, {n_small} to {n_pw} waves = {pw_shift:.1e} hartree")
assert len(reference) >= 3 and pw_shift < 1e-6
assert errors[2] < 1e-5 and errors[2] < errors[0]
ev = physical_constants["Hartree energy in eV"][0]
print(f"  lowest KKR band in the window = {bands[0]*ev:.5f} eV")
print("verified")
```

It fails:

```
bcc lattice parameter = 8.0 bohr, cell volume = 256.0 bohr^3
k in units of 2pi/a = [0.4 0.3 0.2], |k| = 0.422950 1/bohr
site cutoff = 40.0 bohr (1067 sites)
wave-vector cutoff = 7.5 1/bohr (1822 vectors)
Poisson identity at t = 2.0 bohr^2: difference = 6.9e-19 bohr^-3
complex kappa = (0.6+0.7j) 1/bohr: D_00 direct = 0.197684445-0.169136311j 1/bohr
  Ewald minus direct: G 1.2e-14, all D_L to l=8 9.7e-11 1/bohr
E = 0.25 hartree, kappa = 0.707107 1/bohr, r = [ 2.1  1.3 -0.7] bohr
  G Ewald       = -0.002346344+0.089217357j 1/bohr
  G independent = -0.002346324+0.089217387j 1/bohr
  Helmholtz residual = 6.4e-09 bohr^-3, Bloch error = 4.0e-17 1/bohr
Real parts in 1/bohr: eta, reciprocal, site, self, total
  D_00 0.20    0.077425729   -0.009970138   -0.369038522   -0.301582931
  D_40 0.20   -0.099896809    0.058320212    0.000000000   -0.041576597
  D_00 0.30   -0.222159668   -0.000382142   -0.079041121   -0.301582931
  D_40 0.30   -0.056921412    0.015344814    0.000000000   -0.041576597
  D_00 0.45   -0.346045678   -0.000000840    0.044463586   -0.301582931
  D_40 0.45   -0.041967541    0.000390944    0.000000000   -0.041576597
Traceback (most recent call last):
  File "check.py", line 185, in <module>
    assert spread < 1e-10 and part_change > 1e-3
                              ^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The marker points at the second condition, but the table shows that the reciprocal part of D_00 changes by about 0.42 per bohr, so the condition that failed is the limit on the spread over eta. The fault is in the program: site distances were rounded to eight decimals when sites were grouped into shells, and these rounded lengths were then used in the site integrals, an error that scales with the eta-dependent site part and does not cancel. Shells are now identified by the exact integer (2R/a)^2, and their lengths are computed from it to full precision. The formulas, tested quantities and tolerances are unchanged; some results are now printed before their assertions.

Repair:

```diff
@@ -60,5 +60,8 @@
 R_len = np.linalg.norm(R_vec, axis=1)
 Y_R = harmonics(R_vec, LMAX)
-shell, shell_of = np.unique(np.round(R_len, 8), return_inverse=True)
+# sites are grouped by the exact integer (2R/a)^2, so shell radii keep full precision
+square = np.rint((2 * R_len / a)**2).astype(int)
+shell_square, shell_of = np.unique(square, return_inverse=True)
+shell = a / 2 * np.sqrt(shell_square)
 one_hot = np.zeros((len(R_len), len(shell)))
 one_hot[np.arange(len(R_len)), shell_of.ravel()] = 1.0
@@ -183,6 +186,7 @@
 spread = max(np.max(np.abs(x - totals[1])) for x in totals)
 part_change = abs(structure_parts(kappa, 0.2)[0][0] - structure_parts(kappa, 0.45)[0][0])
-assert spread < 1e-10 and part_change > 1e-3
 print(f"  largest change of any D_L, l<=8, over these eta = {spread:.1e} 1/bohr")
+assert part_change > 1e-3
+assert spread < 1e-10
 
 # re-expansion about the origin at finite radius
@@ -193,6 +197,6 @@
     totals[1] * np.array([spherical_jn(l, kappa*rs) for l in DEG]) * y_small)
 expand_err = abs(series - green_ewald(r_small, kappa, 0.3))
+print(f"  re-expansion error at r = {rs:.4f} bohr, l<=8: {expand_err:.1e} 1/bohr")
 assert expand_err < 1e-7
-print(f"  re-expansion error at r = {rs:.4f} bohr, l<=8: {expand_err:.1e} 1/bohr")
 
 # high energy: small eta loses digits by cancellation
@@ -204,8 +208,8 @@
 good = abs(g_high[0.45] - g_high[0.6])
 lost = abs(g_high[0.2] - g_high[0.6])
-assert good < 1e-11 and 1e-12 < lost < 1e-5 and lost > good
 print(f"E = {e_high} hartree: largest reciprocal term, 1/bohr: eta=0.20 {largest[0.2]:.1e}, "
       f"eta=0.60 {largest[0.6]:.1e}")
 print(f"  deviation of G from eta=0.60: eta=0.20 {lost:.1e}, eta=0.45 {good:.1e} 1/bohr")
+assert good < 1e-11 and 1e-12 < lost < 1e-5 and lost > good
 
 # KKR bands for V = -depth (1-r^2/S^2)^2 inside spheres of radius S
@@ -275,5 +279,4 @@
 A = kkr_matrix(kappa)
 herm = np.max(np.abs(A - A.conj().T)) / np.max(np.abs(A))
-assert herm < 1e-10
 low, high = 0.012, 0.42
 pw_small, n_small = plane_wave_bands(4.5)
@@ -285,5 +288,8 @@
       f"touching radius = {a*sqrt(3)/4:.4f} bohr")
 print(f"  relative Hermiticity error of A = {herm:.1e}")
+assert herm < 1e-10
 print("  free-electron poles (hartree):", " ".join(f"{x:.6f}" for x in free[free < high]))
+print("  plane waves (hartree):", " ".join(f"{x:.7f}" for x in reference))
+print(f"  plane-wave shift, {n_small} to {n_pw} waves = {pw_shift:.1e} hartree")
 errors = []
 for lmax in (2, 3, 4):
@@ -293,6 +299,4 @@
     print(f"  KKR l<={lmax} (hartree):", " ".join(f"{x:.7f}" for x in bands),
           f" max error {errors[-1]:.1e}")
-print("  plane waves (hartree):", " ".join(f"{x:.7f}" for x in reference))
-print(f"  plane-wave shift, {n_small} to {n_pw} waves = {pw_shift:.1e} hartree")
 assert len(reference) >= 3 and pw_shift < 1e-6
 assert errors[2] < 1e-5 and errors[2] < errors[0]
```

The mended program passes:

```
bcc lattice parameter = 8.0 bohr, cell volume = 256.0 bohr^3
k in units of 2pi/a = [0.4 0.3 0.2], |k| = 0.422950 1/bohr
site cutoff = 40.0 bohr (1067 sites)
wave-vector cutoff = 7.5 1/bohr (1822 vectors)
Poisson identity at t = 2.0 bohr^2: difference = 6.9e-19 bohr^-3
complex kappa = (0.6+0.7j) 1/bohr: D_00 direct = 0.197684445-0.169136311j 1/bohr
  Ewald minus direct: G 1.2e-14, all D_L to l=8 1.0e-13 1/bohr
E = 0.25 hartree, kappa = 0.707107 1/bohr, r = [ 2.1  1.3 -0.7] bohr
  G Ewald       = -0.002346344+0.089217357j 1/bohr
  G independent = -0.002346324+0.089217387j 1/bohr
  Helmholtz residual = 6.4e-09 bohr^-3, Bloch error = 4.0e-17 1/bohr
Real parts in 1/bohr: eta, reciprocal, site, self, total
  D_00 0.20    0.077425729   -0.009970138   -0.369038522   -0.301582931
  D_40 0.20   -0.099896809    0.058320212    0.000000000   -0.041576597
  D_00 0.30   -0.222159668   -0.000382142   -0.079041121   -0.301582931
  D_40 0.30   -0.056921412    0.015344814    0.000000000   -0.041576597
  D_00 0.45   -0.346045678   -0.000000840    0.044463586   -0.301582931
  D_40 0.45   -0.041967541    0.000390944    0.000000000   -0.041576597
  largest change of any D_L, l<=8, over these eta = 4.5e-15 1/bohr
  re-expansion error at r = 1.0488 bohr, l<=8: 1.0e-09 1/bohr
E = 2.0 hartree: largest reciprocal term, 1/bohr: eta=0.20 2.4e+07, eta=0.60 3.5e-02
  deviation of G from eta=0.60: eta=0.20 2.2e-07, eta=0.45 3.7e-17 1/bohr
Wells: depth = 0.3 hartree, radius = 3.0 bohr, touching radius = 3.4641 bohr
  relative Hermiticity error of A = 5.1e-16
  free-electron poles (hartree): 0.089443 0.274498 0.336183 0.397868
  plane waves (hartree): 0.0504330 0.2347141 0.3050262 0.3699580
  plane-wave shift, 390 to 934 waves = 1.1e-07 hartree
  KKR l<=2 (hartree): 0.0504389 0.2348186 0.3052062 0.3703151  max error 3.6e-04
  KKR l<=3 (hartree): 0.0504331 0.2347221 0.3050368 0.3699769  max error 1.9e-05
  KKR l<=4 (hartree): 0.0504330 0.2347143 0.3050268 0.3699589  max error 9.3e-07
  lowest KKR band in the window = 1.37235 eV
verified
```
